# The Kirchhoff Transformation for Steady Conduction with Temperature-Dependent Conductivity, part 1

(Sections cited here and not found follow in the second part.)

## First half: the transformation and its conditions

Consider a transistor that releases heat in a small region near the top of a semiconductor die, with the heat leaving through the base of the die. If the thermal conductivity of the semiconductor falls as it warms, the temperature rise is not proportional to the power. This problem asks how far the calculation can still be reduced to a linear one.

The following assumptions hold until a part of the problem changes them. The temperature \(T(\mathbf r)\) is steady. The heat flux density \(\mathbf j\) obeys Fourier's law, \(\mathbf j=-k\nabla T\). The solid is one connected piece of a single homogeneous, isotropic material, so that its conductivity \(k(T)>0\) depends on position only through the local temperature. The heating density \(q(\mathbf r)\), in watts per unit volume, is a prescribed function of position.

### (a) Find the differential equation for \(T\), and identify what makes it nonlinear.

**Solution.** In a steady state the energy stored in any fixed volume \(V\) is constant. The heat leaving through its surface therefore equals the heat released inside:

\[
\oint_{\partial V}\mathbf j\cdot d\mathbf S=\int_V q\,dV .
\]

The divergence theorem turns the left side into \(\int_V\nabla\cdot\mathbf j\,dV\). Since \(V\) is arbitrary, the integrands agree, \(\nabla\cdot\mathbf j=q\). With Fourier's law this becomes

\[
\nabla\cdot\big(k(T)\nabla T\big)+q=0 .
\]

To see the nonlinearity, expand the divergence with the product rule. The chain rule gives \(\nabla k(T)=k'(T)\nabla T\), where the prime denotes a derivative with respect to temperature. Hence

\[
k(T)\nabla^2T+k'(T)\,|\nabla T|^2+q=0 .
\]

The unknown multiplies its own derivatives in the first term, and its gradient is squared in the second. If \(k\) is constant, the second term vanishes and the equation is linear.

### (b) Look for a function \(\theta(T)\) that obeys a Poisson equation with a constant conductivity \(k_0\). Which function is it, and where does homogeneity enter?

**Solution.** Choose a reference temperature \(T_0\) and let \(k_0=k(T_0)\). For any smooth function \(\theta(T)\), the chain rule gives \(\nabla\theta=\theta'(T)\nabla T\). Taking the divergence,

\[
k_0\nabla^2\theta=k_0\theta'(T)\nabla^2T+k_0\theta''(T)\,|\nabla T|^2 .
\]

This should equal \(k\nabla^2T+k'|\nabla T|^2\), which by part (a) is \(-q\). Matching the coefficients of \(\nabla^2T\) requires

\[
\theta'(T)=\frac{k(T)}{k_0}.
\]

Differentiating this once more gives \(\theta''=k'/k_0\), which is what the coefficients of \(|\nabla T|^2\) require. One condition thus serves both terms. Integrating it, with the constant fixed by \(\theta(T_0)=T_0\), gives the Kirchhoff transformation:

\[
\theta(T)=T_0+\frac1{k_0}\int_{T_0}^{T}k(s)\,ds,
\qquad
k_0\nabla^2\theta+q=0 .
\]

No approximation has been made. The transformed temperature \(\theta\) is measured in kelvin, but it is the physical temperature only where the two happen to coincide, as they do at \(T_0\). Its gradient has a direct meaning:

\[
-k_0\nabla\theta=-k(T)\nabla T=\mathbf j .
\]

The true heat flux is the flux that a material of constant conductivity \(k_0\) would carry if its temperature were \(\theta\).

Homogeneity entered through the chain rule. Suppose that the conductivity also depends explicitly on position, \(k=k(T,\mathbf r)\), while \(k_0\) remains a constant. Differentiating the integral then gives a second contribution:

\[
k_0\nabla\theta=k(T,\mathbf r)\nabla T+\int_{T_0}^{T}\nabla_{\mathbf r}k(s,\mathbf r)\,ds ,
\]

where \(\nabla_{\mathbf r}\) acts at fixed \(s\). The last integral is not part of the heat flux, and its divergence in general spoils the Poisson equation.

Both statements were tested at a point of a smooth three-dimensional temperature field, with a conductivity that is not a power law. The Laplacian of the integral, found by finite differences, agreed with \(\nabla\cdot(k\nabla T)\) to a relative difference of \(1.9\times10^{-6}\). When the same conductivity was given a linear variation in space, the relative difference was 0.17. What fails here is the Poisson form with constant \(k_0\), not necessarily linearity. If the conductivity factorizes as \(k=g(\mathbf r)f(T)\), as it does in this test, then \(\Phi=\int_{T_0}^{T}f(s)\,ds\) obeys \(\nabla\cdot(g\nabla\Phi)+q=0\), which is linear with a position-dependent coefficient. Part (j) meets the case in which \(g\) is piecewise constant.

### (c) Translate the boundary conditions. When is the whole problem linear, and how is \(T\) recovered?

**Solution.** Let \(\mathbf n\) be the outward unit normal and \(\partial_n\) the derivative along it. Consider three kinds of surface.

On a surface held at a known temperature \(T_b\), the transformed temperature is also known:

\[
\theta=\theta(T_b).
\]

On a surface with a known outward flux \(j_n\), the equality of fluxes found in part (b) gives

\[
-k_0\,\partial_n\theta=j_n ,
\]

and an adiabatic surface is the case \(j_n=0\). Both conditions are linear in \(\theta\).

On a surface cooled by convection, the outward flux is \(h(T-T_a)\), with film coefficient \(h\) and ambient temperature \(T_a\). Here the temperature itself appears, and it must be expressed through the inverse function \(T(\theta)\):

\[
-k_0\,\partial_n\theta=h\,\big[T(\theta)-T_a\big].
\]

This is nonlinear in \(\theta\) unless \(k\) is constant over the temperatures concerned. The equation inside the solid is still Poisson's, but the boundary-value problem is not linear.

A similar restriction applies to the source. If the heating depends on the local temperature, the transformed equation is \(k_0\nabla^2\theta+q(T(\theta),\mathbf r)=0\), which is in general nonlinear. The whole problem is therefore linear, whatever the law \(k(T)\), if the heating is prescribed and either the temperature or the flux is prescribed on each part of the surface.

To recover \(T\), note that \(\theta'(T)=k/k_0>0\). The function \(\theta(T)\) increases strictly, so each value in its range belongs to one temperature. The words "in its range" matter: a solution of the linear problem may contain values of \(\theta\) that no temperature produces. Part (e) gives an example.

### (d) Let the base be held at \(T_0\) and all other surfaces be adiabatic. Show that the transformed rise is unique, and find how it depends on the power and on the law \(k(T)\).

**Solution.** Define the transformed rise \(\Delta=\theta-T_0\). Since \(\theta(T_0)=T_0\), it obeys

\[
k_0\nabla^2\Delta=-q,\qquad
\Delta=0\ \text{on the base},\qquad
\partial_n\Delta=0\ \text{elsewhere on the surface}.
\]

Suppose that there are two solutions, and let \(w\) be their difference. The source cancels, so \(\nabla^2w=0\), with \(w=0\) on the base and \(\partial_nw=0\) elsewhere. Integrate the identity \(\nabla\cdot(w\nabla w)=|\nabla w|^2+w\nabla^2w\) over the solid:

\[
\int|\nabla w|^2dV=\oint w\,\partial_nw\,dS=0 .
\]

The surface integral vanishes because one of its two factors is zero on each part of the surface. Hence \(\nabla w=0\) throughout, so \(w\) is constant. It is zero on the base and therefore zero everywhere.

Uniqueness and linearity give the scaling with power. If \(q\) is multiplied by a factor, \(\Delta\) multiplied by the same factor satisfies all the conditions, so it is the solution. In the same way, the rises \(\Delta\) of several sources add. The physical rises \(T-T_0\) do not add in general, because \(T\) is a nonlinear function of \(\Delta\).

The product \(k_0\Delta\) obeys \(\nabla^2(k_0\Delta)=-q\) with the same boundary conditions, in which no conductivity appears. For these boundary conditions the heat flux \(\mathbf j=-\nabla(k_0\Delta)\) is therefore independent of the law \(k(T)\). The conductivity decides what temperature is needed to drive the flux, but not where the flux goes.

### (e) Take \(k=k_0(T/T_0)^{-n}\). Find \(\Delta(T)\), its inverse, the leading correction at small rise, and the range of \(\Delta\).

**Solution.** Substitute \(s=T_0u\) in the integral that defines \(\theta\). For \(n\ne1\),

\[
\Delta=T_0\int_1^{T/T_0}u^{-n}\,du
=\frac{T_0}{n-1}\left[1-\left(\frac{T}{T_0}\right)^{1-n}\right].
\]

Solving for the power gives \((T/T_0)^{1-n}=1-(n-1)\Delta/T_0\). Raising both sides to the power \(-1/(n-1)\),

\[
T=T_0\left[1-\frac{(n-1)\Delta}{T_0}\right]^{-1/(n-1)} .
\]

For \(n=1\) the integral is a logarithm, \(\Delta=T_0\ln(T/T_0)\), and the inverse is \(T=T_0\exp(\Delta/T_0)\).

For the small-rise expansion it is simplest to differentiate the inverse function. Its slope is the reciprocal of \(\theta'(T)\):

\[
\frac{dT}{d\Delta}=\frac{k_0}{k(T)}=\left(\frac{T}{T_0}\right)^n,
\qquad
\frac{d^2T}{d\Delta^2}=\frac n{T_0}\left(\frac T{T_0}\right)^{n-1}\frac{dT}{d\Delta}.
\]

At \(\Delta=0\) these derivatives are 1 and \(n/T_0\). Taylor's theorem then gives, to second order,

\[
T-T_0\approx\Delta+\frac{n\Delta^2}{2T_0}.
\]

The first term is the result for constant conductivity \(k_0\). For \(n>0\) the second is positive, because warmer material conducts less well and needs a steeper temperature gradient to carry the same flux.

For \(n>1\), the power \((T/T_0)^{1-n}\) tends to zero as \(T\) grows without bound. The range of \(\Delta\) therefore ends at

\[
\Delta_{\max}=\frac{T_0}{n-1},
\]

a value that no finite temperature reaches. Suppose that the solution of the linear problem in part (d) reaches or exceeds \(\Delta_{\max}\) somewhere. A bounded steady temperature would transform into a \(\Delta\) that stays below \(\Delta_{\max}\), and by uniqueness it would have to be that same linear solution. This is a contradiction, so the model then has no bounded steady state. For \(0<n\le1\) the integral grows without limit and there is no such upper bound.

### (f) A uniform slab of thickness \(H_s\) carries a flux \(j\) from its top to its base. Does doubling \(j\) double \(\Delta\) at the top if the base is isothermal? If it is cooled by convection?

Use \(T_0=300\) K, \(k_0=150\) W/(m K), \(n=4/3\), \(H_s=100\) µm and \(j=1.5\times10^8\) W/m² for the larger flux. For convection use \(h=10^6\) W/(m² K) and \(T_a=T_0\). These are round model values. The film coefficient is far larger than ordinary convective cooling provides; it is chosen to make the resistance of the film comparable with that of the slab, so that the effect is easy to see.

**Solution.** There is no heating inside the slab, so the flux is the same at every depth and \(\theta\) varies linearly. With base temperature \(T_b\),

\[
\Delta_{\rm top}=\Delta(T_b)+\frac{jH_s}{k_0}.
\]

At the larger flux the last term is \(1.5\times10^8\times10^{-4}/150=100\) K. An isothermal base at \(T_0\) has \(\Delta(T_b)=0\), so \(\Delta_{\rm top}\) is proportional to \(j\) and doubles with it.

With convection, \(T_b=T_0+j/h\), which is 450 K at the larger flux and 375 K at half that flux. Part (e), with \(T_0/(n-1)=900\) K, gives

\[
\begin{aligned}
\Delta(450\ \text{K})&=900\,(1-1.5^{-1/3})\ \text{K}=113.8\ \text{K},\\
\Delta(375\ \text{K})&=900\,(1-1.25^{-1/3})\ \text{K}=64.5\ \text{K}.
\end{aligned}
\]

The rises at the top are 213.8 K and 114.5 K, and their ratio is 1.87 instead of 2. The physical rise of the base does double, but \(\Delta(T)\) bends downwards because \(k\) decreases with temperature. Direct integration of Fourier's law through the slab gave ratios of 2.000 for the isothermal base and 1.867 for the convective one.

## Second half: a heated finger on a die

The second half uses these results. The temperature \(T\) is replaced by the transformed rise \(\Delta=(1/k_0)\int_{T_0}^{T}k(s)\,ds\), where \(T_0\) is the base temperature and \(k_0=k(T_0)\). For prescribed heating \(q\), an isothermal base and adiabatic remaining surfaces, \(\Delta\) is the unique solution of \(k_0\nabla^2\Delta=-q\) that vanishes on the base, and it is proportional to the power. For \(k=k_0(T/T_0)^{-n}\) with \(n>1\), the temperature follows from \(T=T_0[1-(n-1)\Delta/T_0]^{-1/(n-1)}\), and \(\Delta\) must stay below \(T_0/(n-1)\).

A long transistor finger runs along the middle of a die. Far from its ends the temperature depends on two coordinates: the horizontal distance \(x\) from the middle and the depth \(z\) below the top surface. The die has full width \(2L=200\) µm and thickness \(H=100\) µm. Heat is released uniformly in the rectangle \(|x|<a\), \(0<z<d\), with \(2a=20\) µm and \(d=10\) µm. The power per length of finger is \(P'=12\) W/mm. The base \(z=H\) is held at \(T_0=300\) K, and the top and the sides are adiabatic. The isothermal base is an idealization: the mean flux through it is \(P'/(2L)=6\times10^7\) W/m², and a real mount would warm noticeably under such a flux. The heated rectangle is also much larger than the heated region of a typical transistor channel, which is often a micrometre or less across. Near a small source at an adiabatic surface \(\Delta\) varies as \(-(P'/\pi k_0)\ln r\), so shrinking both dimensions of a small source by a factor \(s\) at fixed \(P'\) raises the peak \(\Delta\) by about \((P'/\pi k_0)\ln s\), with \(P'/\pi k_0\approx25\) K here. A smaller source thus gives a higher peak, a larger error for constant conductivity and a lower limiting power than those found below. At submicrometre sizes Fourier's law with the bulk conductivity may itself become inaccurate. The temperatures found below are therefore those of the model, not a prediction for a mounted device. The material has the round model values \(k_0=150\) W/(m K) and \(n=4/3\).

For a homogeneous solid, the Kirchhoff transformation makes the steady problem linear if the heating is prescribed and either the temperature or the flux is prescribed on each part of the surface. It remains to solve the die problem for \(\Delta\), convert the result to temperature, find the response to power, and see what changes when two materials are joined.
